# Steady temperature field of a Gaussian laser beam scanned over a solid

## Definitions and conventions

A homogeneous, isotropic solid fills $z\ge0$. Its conductivity $k$, heat capacity per volume $C$ and diffusivity $D=k/C$ are constants, and $\Delta T$ is the rise above a uniform initial temperature. A laser beam of power $P$ moves along $+x$ at constant speed $v\ge0$. The surface reflects a fraction $R$ and absorbs the rest, $P_a=(1-R)P$, in a layer of negligible thickness. The absorbed flux is

$$q=\frac{2P_a}{\pi w^2}\exp\left[-\frac{2\left((x-vt)^2+y^2\right)}{w^2}\right],\qquad -k\,\partial_z\Delta T\big|_{z=0}=q .$$

Here $w$ is the radius at which the intensity is $e^{-2}$ of its peak. The surface loses no heat to its surroundings. The co-moving coordinate is $\xi=x-vt$, so $\xi>0$ lies ahead of the beam. The result to be derived is

$$\Delta T(\xi,y,z)=\frac{P_a}{C}\int_0^\infty d\tau\,\frac{e^{-z^2/4D\tau}}{\sqrt{\pi D\tau}}\,\frac{2}{\pi(w^2+8D\tau)}\exp\left[-\frac{2\left((\xi+v\tau)^2+y^2\right)}{w^2+8D\tau}\right].\tag{1}$$

The field is steady for an observer travelling with the beam. For $v>0$, a fixed point of the solid sees a temperature pulse.

## First derivation: adding up deposited heat

**One point of heat.** Along one axis, let $g(s,\tau)=(4\pi D\tau)^{-1/2}e^{-s^2/4D\tau}$. Differentiation gives

$$\partial_\tau g=\left(-\frac1{2\tau}+\frac{s^2}{4D\tau^2}\right)g=D\,\partial_s^2g ,$$

and the integral of $g$ over $s$ is 1. The product of three such factors therefore solves the heat equation in an infinite solid. Heat $Q$ released at a point produces $Q/C$ times this product.

If the point lies on the plane $z=0$, the field is even in $z$ and no heat crosses that plane. Each half-space then receives $Q/2$. In our solid all of $Q$ enters one half, so the field doubles. The depth factor becomes $2g(z,\tau)=(\pi D\tau)^{-1/2}e^{-z^2/4D\tau}$.

**One flash of the beam.** Between $t'$ and $t'+dt'$ the beam deposits heat $P_a\,dt'$, distributed as a normalized Gaussian centred at $x=vt'$. Its lateral spreading must be averaged over the spot. On the $x$ axis write $a=w^2/2$, $b=4D\tau$, and $s=x-vt'$. With $x'$ measured from the beam centre, completing the square gives

$$\frac{x'^2}{a}+\frac{(s-x')^2}{b}=\frac{a+b}{ab}\left(x'-\frac{as}{a+b}\right)^2+\frac{s^2}{a+b}.$$

Hence

$$\int_{-\infty}^{\infty}\frac{dx'}{\pi\sqrt{ab}}\,e^{-x'^2/a-(s-x')^2/b}
=\frac{1}{\pi\sqrt{ab}}\sqrt{\frac{\pi ab}{a+b}}\;e^{-s^2/(a+b)}
=\frac{e^{-s^2/(a+b)}}{\sqrt{\pi(a+b)}} .$$

Since $a+b=(w^2+8D\tau)/2$, the product of the $x$ and $y$ factors is

$$\frac{2}{\pi(w^2+8D\tau)}\exp\left[-\frac{2(s^2+y^2)}{w^2+8D\tau}\right].$$

The heated patch keeps a Gaussian shape while its squared radius grows from $w^2$ to $w^2+8D\tau$.

**All flashes.** Heat of age $\tau$ was deposited at $t'=t-\tau$, so

$$s=x-v(t-\tau)=\xi+v\tau .$$

The plus sign means that old heat is centred at $\xi=-v\tau$, behind the beam. The heat equation and the boundary condition are linear, so the contributions add. If the beam was switched on a time $t$ ago, the result is (1) with upper limit $t$.

**Why a steady field exists.** Introduce

$$8D\tau=w^2u^2,\quad p=\frac{vw}{8D},\quad (X,Y,Z)=\frac{(\xi,y,z)}{w},\quad T_0=\frac{P_a}{\sqrt{2\pi}\,kw}.$$

Then $d\tau=w^2u\,du/4D$, $(\pi D\tau)^{-1/2}=\sqrt{8/\pi}/(wu)$, $v\tau/w=pu^2$ and $z^2/4D\tau=2Z^2/u^2$. The prefactors combine as

$$\frac{P_a}{C}\,\frac{w^2u}{4D}\,\frac{\sqrt{8/\pi}}{wu}\,\frac{2}{\pi w^2(1+u^2)}
=\frac{P_a}{kw}\,\frac{\sqrt{8/\pi}}{2\pi}\,\frac1{1+u^2}
=T_0\,\frac2\pi\,\frac1{1+u^2}.$$

Therefore $\Delta T=T_0F$, with

$$F=\frac2\pi\int_0^U\frac{du}{1+u^2}\exp\left[-\frac{2\left((X+pu^2)^2+Y^2\right)}{1+u^2}-\frac{2Z^2}{u^2}\right],\qquad U=\frac{\sqrt{8Dt}}w.\tag{2}$$

The exponential never exceeds 1. What is still missing at time $t$ is thus at most

$$\frac2\pi\int_U^\infty\frac{du}{1+u^2}=\frac2\pi\arctan\frac1U ,$$

which tends to zero as $t\to\infty$, at every position and speed. This proves that the steady field exists and equals (1).

The finite-time formula was tested against a finite-volume solution in the laboratory frame, with $p=0.5$ and a beam that travelled $2w$ after switch-on. The largest deviation along the scan line was $0.0065\,T_0$ for cells of $0.2w$ and $0.0016\,T_0$ for cells of $0.1w$. The fourfold fall on halving the cell is that of a second-order discretization error.

## Second derivation: lateral waves in the moving frame

Now assume from the start that a steady co-moving field exists and vanishes far from the beam. At fixed $x$, $\xi$ changes at the rate $-v$, so the laboratory time derivative of a steady field is $-v\,\partial_\xi$. The heat equation becomes

$$D\nabla^2\Delta T+v\,\partial_\xi\Delta T=0 .$$

**Solving each wave.** Define $\hat f(\mathbf q)=\int d\xi\,dy\,f\,e^{-i(q_x\xi+q_yy)}$, so that $\partial_\xi$ becomes $iq_x$. With $q_\perp^2=q_x^2+q_y^2$,

$$\partial_z^2\hat T=\lambda^2\hat T,\qquad \lambda^2=q_\perp^2-\frac{ivq_x}{D}.$$

For $\mathbf q\ne0$ the root with $\operatorname{Re}\lambda>0$ decays with depth. The transform of the absorbed flux is $P_ae^{-q_\perp^2w^2/8}$. The boundary condition $k\lambda\hat T(0)=P_ae^{-q_\perp^2w^2/8}$ then gives

$$\hat T=\frac{P_a}{k}\,e^{-q_\perp^2w^2/8}\,\frac{e^{-\lambda z}}{\lambda}.\tag{3}$$

**Turning the root into a time integral.** We need the identity

$$\frac{e^{-\lambda z}}{D\lambda}=\int_0^\infty d\tau\,\frac{e^{-z^2/4D\tau-D\lambda^2\tau}}{\sqrt{\pi D\tau}}.\tag{4}$$

Put $s=\sqrt{D\tau}$, so $d\tau=2s\,ds/D$. The right side becomes $2J/(D\sqrt\pi)$, where

$$J=\int_0^\infty ds\,e^{-\lambda^2s^2-z^2/4s^2}=e^{-\lambda z}\int_0^\infty ds\,e^{-m^2},\qquad m=\lambda s-\frac z{2s}.$$

Take $\lambda>0$ and $z>0$ first. The substitution $s\to z/(2\lambda s)$ changes $m$ to $-m$ and $ds$ to $z\,ds/(2\lambda s^2)$, once the limits are restored to their order. Averaging the two forms of the integral gives

$$\int_0^\infty ds\,e^{-m^2}=\frac1{2\lambda}\int_0^\infty ds\left(\lambda+\frac z{2s^2}\right)e^{-m^2}=\frac1{2\lambda}\int_{-\infty}^\infty dm\,e^{-m^2}=\frac{\sqrt\pi}{2\lambda},$$

because the bracket is $dm/ds$. This proves (4) for real $\lambda$; the case $z=0$ is the ordinary Gaussian integral. Both sides are analytic where $\operatorname{Re}\lambda>0$ and $\operatorname{Re}\lambda^2>0$, so the identity extends to the complex values needed here.

**Returning to position.** Insert (4) into (3), using $D/k=1/C$, and invert the transform:

$$\Delta T=\frac{P_a}{C}\int_0^\infty d\tau\,\frac{e^{-z^2/4D\tau}}{\sqrt{\pi D\tau}}\int\frac{d^2q}{(2\pi)^2}\,e^{iq_x(\xi+v\tau)+iq_yy}\,e^{-q_\perp^2(w^2+8D\tau)/8}.$$

The order of integration may be exchanged. The modulus of the wave integrand integrates to a multiple of $1/(w^2+8D\tau)$, and this times $\tau^{-1/2}$ is integrable. Each wave integral is Gaussian:

$$\int_{-\infty}^{\infty}\frac{dq}{2\pi}\,e^{iqs-q^2B/8}=\sqrt{\frac{2}{\pi B}}\;e^{-2s^2/B},\qquad B=w^2+8D\tau .$$

The product for the two axes is the lateral factor in (1), so the derivations agree. The shift $v\tau$, previously the distance travelled since deposition, now comes from the imaginary part of $\lambda^2$.

Numerical inversion of (3), which uses no time integral, was compared with (2) at four positions for each of $p=0$, 0.1, 0.5 and 2. The largest difference was $1.6\times10^{-14}\,T_0$.

## What each derivation assumes

Both need a flat surface, constant properties and linearity. They differ in what else they take as given.

The first starts from a cold solid and proves that the field settles. It also supplies the transient. Since it follows each deposit separately, it extends to a beam of varying speed: $v\tau$ is replaced by the distance travelled during the last $\tau$.

The second assumes steadiness, constant speed and decay far away. In return, it handles changes in the depth direction easily, because they alter the response of each wave without changing the lateral problem.

The assumption of steadiness has content. For a stationary beam infinitely long in $y$, the $y$ factor is absent and the integrand at large $\tau$ varies as $\tau^{-1/2}\tau^{-1/2}=\tau^{-1}$. The integral diverges logarithmically, and no steady field exists. The round beam is saved by one more direction of spreading.

## Zero speed and slow scanning

The bound $1/(1+u^2)$ does not depend on $v$, so the limit $v\to0$ may be taken under the integral. At the surface put $u=\tan\theta$ and $\sigma=(\xi^2+y^2)/w^2$. Then $du/(1+u^2)=d\theta$ and $1/(1+u^2)=\cos^2\theta$, and

$$F=\frac2\pi\int_0^{\pi/2}d\theta\,e^{-2\sigma\cos^2\theta}
=\frac{e^{-\sigma}}\pi\int_0^\pi d\phi\,e^{-\sigma\cos\phi}=e^{-\sigma}I_0(\sigma),$$

where $\phi=2\theta$ and $I_0$ is the modified Bessel function. This is the stationary-beam result, and $T_0$ is its central rise. Far away $e^{-\sigma}I_0(\sigma)\to(2\pi\sigma)^{-1/2}$, which gives $\Delta T\to P_a/(2\pi kr)$, the field of a point source on an insulated surface.

Sampled along the scan line within $3w$ of the beam, the largest difference from the stationary field is $0.200\,T_0$ at $p=0.1$, $0.029\,T_0$ at $p=0.01$ and $0.0031\,T_0$ at $p=0.001$.

**Loss at the beam centre.** Set $X=Y=Z=0$ and $u=m/p$ in (2). Then

$$\frac{1-F}{p}=\frac2\pi\int_0^\infty dm\,\frac{1-e^{-2m^4/(p^2+m^2)}}{p^2+m^2}
\;\longrightarrow\;\frac2\pi\int_0^\infty dm\,\frac{1-e^{-2m^2}}{m^2}.$$

The integrand on the left never exceeds that on the right, which justifies the limit. Integration by parts turns the last integral into $4\int_0^\infty e^{-2m^2}dm=\sqrt{2\pi}$. To first order the centre therefore loses $2\sqrt{2/\pi}\,p\,T_0=P_av/(4\pi kD)$, independent of spot size. The coefficient is 1.596; at $p=0.001$ the computed ratio is 1.593. The inequality also shows that the first-order formula overestimates the loss.

**Lag of the maximum.** On the surface scan line,

$$\frac{\partial F}{\partial X}=-\frac8\pi\int_0^\infty du\,\frac{X+pu^2}{(1+u^2)^2}\,e^{-2(X+pu^2)^2/(1+u^2)} .$$

For $p>0$ this is negative at every $X\ge0$, so the maximum lies behind the beam. For small $p$ and $X$ the exponential tends to 1. The integrals of $1/(1+u^2)^2$ and $u^2/(1+u^2)^2$ are both $\pi/4$, so the slope is $-2(X+p)$. The lag is $pw=vw^2/8D$ to first order. At $p=0.002$ the computed lag is 0.994 of this value.

## Fast scanning

For large $p$ put $u=s/\sqrt p$. Then $s^2=v\tau/w$, and on the scan line

$$F\longrightarrow\frac{2}{\pi\sqrt p}\int_0^\infty ds\,e^{-2(X+s^2)^2}.$$

The lateral spreading $u^2=s^2/p$ has disappeared: the beam passes before heat moves sideways appreciably, and each surface point is heated as in one dimension. This limit holds at fixed $X$. At distances of order $pw$ behind the beam, $u^2$ is of order 1 and sideways spreading again lowers the temperature. Maximizing numerically over $X$ gives a peak rise of $0.576\,T_0/\sqrt p$, proportional to $v^{-1/2}$ at fixed power and spot size. At $p=400$ the full integral gives 0.9995 of this law.

## Example: continuous laser annealing of silicon

Take a green beam of 7.0 W with $R=0.37$, $w=50$ µm and $v=50$ cm/s, on silicon held at 650 K. Rough hot-silicon values are $k=0.35$ W/(cm K) and $C=2.1$ J/(cm³ K). With lengths in cm,

$$P_a=0.63\times7.0=4.41\ \mathrm{W},\qquad D=\frac{0.35}{2.1}=0.1667\ \mathrm{cm^2/s},$$

$$p=\frac{50\times0.0050}{8\times0.1667}=0.1875,\qquad T_0=\frac{4.41}{\sqrt{2\pi}\times0.35\times0.0050}=1005\ \mathrm K .$$

The integral has its maximum $F=0.793$, so the peak rise is $0.793\times1005=797$ K. The peak temperature is 1447 K (1174 °C), below silicon's melting point of roughly 1700 K.

The first-order slow-scan formulas are crude at this $p$. They give a centre rise of about 705 K and a lag of 9.4 µm, against 784 K and 6.0 µm from the full integral. The field is markedly asymmetric: the rise is 183 K one radius ahead of the beam and 427 K one radius behind.

Below the surface maximum the rise is 548 K at 10 µm, 157 K at 50 µm and 45 K at 100 µm. A surface point on the scan line spends 170 µs above half the peak rise, but 48 µs within 50 K of the peak. The shorter time matters more for a strongly temperature-activated process.

With everything else fixed, 5 cm/s gives a peak rise of 977 K and 500 cm/s gives 387 K. At the higher speed $p=1.875$, and the fast-scan law predicts $0.576\times1005/\sqrt{1.875}=423$ K, about 9% above the full integral.

**Start-up.** At the beam centre and large $\tau$, the exponent in (1) tends to $-v^2\tau/4D$ apart from a constant. Near the beam, the decay time of the scanned field's shortfall therefore approaches $4D/v^2=267$ µs at late times; at this speed, and within about one radius of the beam, the shortfall falls faster at earlier times. That is not general: two radii behind the beam, or at the beam centre for 500 cm/s, it falls more slowly than this for a while. A point a distance $d$ far behind the beam settles later. The beam needs a time $d/v$ to travel that far, and diffusion spreads the rise over times before and after this, so the rise is only about half complete at $d/v$. With these inputs it reaches 99% at about $2.1\,d/v$ for $d=10w$ and $1.3\,d/v$ for $d=100w$. After 1000 µs the rise at the location of the steady peak is 0.24 K short of its final value. The centre of a stationary beam is still 87 K short, since its shortfall equals the bound $(2T_0/\pi)\arctan(1/U)$ and falls only as $t^{-1/2}$ at late times.

## Where the model departs from a real wafer

The inputs of the example are round illustrative values, not measurements. Real silicon breaks the constant-property assumption, because its conductivity falls as it heats.

Use the rough form $k(T)=a/(T-T_k)$ with $a=300$ W/cm and $T_k=100$ K. It falls from 0.545 W/(cm K) at the 650 K stage to 0.223 at the calculated peak. Define $\Theta=\int_{T_s}^{T}k(T')\,dT'$, where $T_s$ is the stage temperature. Since $k\nabla T=\nabla\Theta$, the heat equation becomes $\partial_t\Theta=D(T)\nabla^2\Theta$, with surface condition $-\partial_z\Theta=q$. If $D$ is held constant, this is the linear problem already solved, and $\Theta$ equals the old $k\Delta T$. Inverting the definition gives

$$T=T_k+(T_s-T_k)\,e^{\Theta/a}.$$

Here $\Theta=0.35\times797=279$ W/cm, so the peak becomes $100+550\,e^{0.930}=1494$ K. In reality $D$ varies too. Freezing it at its stage value gives 1593 K, and at its peak value 1381 K. These are estimates, not bounds, and they do not replace a solution in which $D$ varies with the local temperature. The last two values differ from the constant-property peak by $+146$ and $-66$ K. Letting $D=k(T)/C$ follow the local temperature in the steady moving-frame equation puts the peak between them, near 1540 K, roughly 95 K above the constant-property value.

For a stationary beam in its steady state $\partial_t\Theta=0$, and $D$ drops out. The formula then gives 1877 K, above melting. In this model, on a half-space with $R=0.37$, a scan that stopped with the laser on would eventually melt the surface. The margin is not secure: the reflectivity, absorption-depth and wafer-thickness corrections listed below, applied together to $\Theta$, bring the stationary value down to about 1660 K, below melting. The number itself loses its meaning there, since melting changes the properties and absorbs latent heat.

Other effects, sized for these inputs, are:

- **Reflectivity.** An increase of 0.05 lowers the constant-property peak by $797\times0.05/0.63=63$ K. With $k(T)$ the effect is larger: $\Theta$ falls to $279\times0.58/0.63=257$ W/cm and the peak from 1494 K to about 1395 K, a drop of about 100 K.
- **Absorption depth.** Heat released at depth $z'$ changes the surface response of each wave by $e^{-\lambda z'}$. Averaging over $e^{-z'/\delta}/\delta$ gives a factor $1/(1+\delta\lambda)$. For $\delta=0.5$ µm the peak falls by 15 K.
- **Wafer thickness.** A 750 µm wafer with its back held at the stage temperature lowers the stationary centre by 18.5 K. The scanned peak changes by less than 0.01 K, because the beam has moved on before its heat returns from the back.
- **Radiation.** With emissivity 0.7, the net radiated flux at the hottest point is $1.5\times10^{-4}$ of the peak absorbed flux.

For the scanned beam of this example, equation (1) gives a first estimate of the peak on a bare, uniform wafer. At fixed laser power, spot size and speed, the changes in material properties and heat losses tried above move that peak by up to about 150 K in these estimates when taken one at a time; taken together they can move it further. The largest shifts come from temperature-dependent conduction and from reflectivity, whose effect the falling conductivity amplifies. Films or patterns that change absorption or heat flow across the spot also break the assumptions of uniformity, and their effect is not included in that figure. The numerical output below lists the computed values.

## Values computed for the example and the checks

```
Largest Fourier deviation: 1.6e-14 T0
Brute-force deviation, cell 0.2 w: 0.0065 T0
Brute-force deviation, cell 0.1 w: 0.0016 T0
Largest surface-flux deviation (scaled): 1.1e-04
Largest gap to stationary field, p=0.1: 0.20039 T0
Largest gap to stationary field, p=0.01: 0.02908 T0
Largest gap to stationary field, p=0.001: 0.00313 T0
Slow-scan centre loss / p: 1.5928
Slow-scan lag / (p w): 0.9937
Fast-scan constant, peak*sqrt(p)/T0: 0.5761
Peak at p=400 / fast-scan law: 0.9995
Laser power: 7.0 W; reflectivity: 0.37
Absorbed power: 4.41 W
Beam radius w: 50 um; scan speed: 50 cm/s
Conductivity: 0.35 W/(cm K)
Heat capacity: 2.1 J/(cm3 K)
Diffusivity: 0.1667 cm2/s; speed parameter p: 0.1875
Stage: 650 K; rough melting point: 1690 K
Peak absorbed flux: 1.123e+05 W/cm2
Stationary peak rise T0: 1005.3 K
Scanned peak / T0: 0.7929
Scanned peak rise: 797.1 K
Scanned peak temperature: 1447 K = 1174 C
Rise at beam centre: 783.7 K
Peak lag: 6.01 um; first-order lag: 9.38 um
Rise one w ahead: 183.4 K
Rise one w behind: 427.4 K
Rise under surface peak at depth 10 um: 548.4 K
Rise under surface peak at depth 50 um: 157.3 K
Rise under surface peak at depth 100 um: 44.8 K
Time above half peak rise: 170 us
Time within 50 K of peak: 48 us
Settling time 4D/v^2: 267 us
Shortfall 1000 us after start, scanned: 0.24 K
Shortfall 1000 us after start, stationary: 87.1 K
At 5 cm/s: peak rise 976.6 K, lag 0.89 um
At 500 cm/s: peak rise 386.9 K, lag 15.36 um
Fourier mesh shift of peak: 2.0e-11 K
k(T) fit: a=300 W/cm, T_k=100 K
k at stage, at peak, mean: 0.545, 0.223, 0.337 W/(cm K)
Peak with k(T), D as chosen: 1494 K
Peak with k(T), D at stage value: 1593 K
Peak with k(T), D at peak value: 1381 K
Stationary peak with k(T), no melting: 1877 K
Absorption depth 0.5 um lowers peak by 15.2 K
Reflectivity +0.05 lowers peak by 63 K
Wafer 750 um, cold back, stationary: lower by 18.5 K
Same wafer, scanned: changed by 0.00 K
Net radiated/absorbed flux at emissivity 0.7: 1.5e-04
```
